# Carbon–hydrogen spin coupling and the s fraction of the carbon hybrid, part 1

(Sections cited here and not found follow in the second part.)

## Problem

A \(^{13}\)C nucleus and a proton joined by a chemical bond are coupled through the electrons. The coupling constant \(J\), in Hz, is defined by the term \(hJ\,\mathbf I_C\cdot\mathbf I_H\) in the energy of the two nuclear spins, where \(h\) is Planck's constant and the spins are dimensionless with \(I=\tfrac12\).

Model one C–H bond by two electrons in two orthonormal orbitals: the hydrogen orbital \(u=1s_H\) and a carbon hybrid pointing along the unit vector \(\mathbf n\),
\[
\phi=\sqrt{\rho}\;2s+\sqrt{1-\rho}\;2p_{\mathbf n},
\]
where \(\rho\) is the s fraction. The electrons are independent, with \(\langle\phi|H|\phi\rangle=d\), \(\langle u|H|u\rangle=0\) and \(\langle\phi|H|u\rangle=\beta<0\). Keep only the Fermi contact interaction between electrons and nuclei. At each nucleus keep only the orbitals centred on it (the one-centre approximation), with \(S_C=|2s(\mathbf R_C)|^2\) and \(S_H=|1s(\mathbf R_H)|^2\).

(a) Find \(J\), with its sign, as a function of \(\rho\).

(b) Evaluate the scale of \(J\) from atomic quantities for the round parameters \(\beta=-5\) eV, \(d=0\).

(c) Assign \(\rho\) to methane, ethylene and acetylene. Fix the scale empirically by giving methane the round value 125 Hz, an assumed input consistent with the rough measured size below, and predict the other two couplings. The measured couplings are roughly 0.13, 0.16 and 0.25 kHz.

(d) Say which assumptions the comparison probes.

## A tempting solution

The bonding pair is a spin singlet, so the contact interaction \(V\) has no first-order effect. At second order it mixes the ground state \(|0\rangle\) with the triplet \(|T\rangle\) at excitation energy \(\Delta E\):
\[
E^{(2)}=-\frac{|\langle T|V|0\rangle|^2}{\Delta E}.
\]
A p orbital vanishes at its own nucleus, so the density of the hybrid there is \(|\phi(\mathbf R_C)|^2=\rho S_C\). The hydrogen end of the bond is the same in all three molecules and supplies a common factor, so \(\langle T|V|0\rangle\propto\rho\), and squaring gives \(J\propto\rho^2\). With \(\rho=\tfrac14,\tfrac13,\tfrac12\) for sp³, sp² and sp hybrids the couplings stand as \(1:\tfrac{16}{9}:4\), and acetylene has \(4\times125=500\) Hz.

The rough measured size for acetylene is about twice that of methane, so this result misses it by a factor of two.

## The fault

The singlet argument, the second-order formula and the density \(\rho S_C\) are all correct. The false step is to call the hydrogen end a common factor. The operator is a sum, \(V=V_C+V_H\), so the hydrogen end is an added term in the matrix element, and the square has three parts:
\[
|\langle T|V_C|0\rangle|^2+|\langle T|V_H|0\rangle|^2+2\,\mathrm{Re}\,\langle0|V_C|T\rangle\langle T|V_H|0\rangle .
\]
Only the first part is proportional to \(\rho^2\). It contains \(\mathbf I_C\) twice and \(\mathbf I_H\) not at all, and it would survive if the hydrogen nucleus had no magnetic moment, so it cannot be a coupling between the two nuclei. The coupling is the part that holds each nuclear spin once, the cross term, and the carbon matrix element enters it once. The nuclear spin operators have to be carried through the calculation to keep the three parts separate.

## Solution

### The contact operator

An electron spin spread over a density \(n(\mathbf r)\) is a magnetisation \(\mathbf M=-g_e\mu_B\,\mathbf s\,n(\mathbf r)\), with \(g_e>0\) and \(\mu_B\) the Bohr magneton. Take \(n\) spherical about the nucleus and \(\mathbf M=M(r)\hat{\mathbf z}\). The equivalent current is \(\mathbf j=\nabla\times\mathbf M=\nabla M\times\hat{\mathbf z}=M'(r)\,\hat{\mathbf r}\times\hat{\mathbf z}\). The Biot–Savart law at the origin, where the vector from source to field point is \(-\mathbf r\), reads
\[
\mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf j\times(-\mathbf r)}{r^3}\,d^3r=-\frac{\mu_0}{4\pi}\int M'(r)\,(\hat{\mathbf r}\times\hat{\mathbf z})\times\hat{\mathbf r}\;dr\,d\Omega ,
\]
because the \(r^2\) of the volume element cancels the \(1/r^2\). The triple product is \(\hat{\mathbf z}-\hat{\mathbf r}\cos\vartheta\). Its z component is \(\sin^2\vartheta\), with \(\int\sin^2\vartheta\,d\Omega=8\pi/3\), and its transverse components average to zero over the azimuth. The radial integral is \(M(\infty)-M(0)=-M(0)\). Hence \(B_z(0)=\frac{\mu_0}{4\pi}\frac{8\pi}{3}M(0)=\tfrac23\mu_0M(0)\). A quadrature of the same integral with a numerical curl is tested against 2/3 and gives 0.666667.

Nucleus \(N\) has the moment \(g_N\mu_N\mathbf I_N\), with \(\mu_N\) the nuclear magneton, and the energy \(-g_N\mu_N\mathbf I_N\cdot\mathbf B\). The minus sign cancels the one in \(\mathbf M\). Since \(n(\mathbf R_N)\) is the expectation value of a delta function, the operator is
\[
V=\sum_{N=C,H}a_N\sum_{i=1,2}\delta_N(i)\,\mathbf s_i\cdot\mathbf I_N,\qquad a_N=\tfrac23\mu_0\,g_e\mu_B\,g_N\mu_N ,
\]
with \(\delta_N(i)=\delta(\mathbf r_i-\mathbf R_N)\). Both nuclei have \(g_N>0\), so \(a_C,a_H>0\). The non-spherical part of the spin density and the orbital currents give further couplings, which the model leaves out.

### Bond orbitals

The matrix with diagonal \(d,0\) and off-diagonal \(\beta\) has the secular equation \(\varepsilon(\varepsilon-d)=\beta^2\), so \(\varepsilon_\mp=\tfrac12d\mp\tfrac12\sqrt{d^2+4\beta^2}\). Write the eigenvectors as
\[
\sigma=a\phi+bu,\qquad\sigma^*=b\phi-au,\qquad a^2+b^2=1,
\]
a form fixed by orthonormality up to overall signs. For independent electrons the excitation energy is the orbital gap, \(\Delta E=\varepsilon_+-\varepsilon_-=\sqrt{d^2+4\beta^2}\). The element \(\langle\phi|H|u\rangle\) of \(H=\varepsilon_-|\sigma\rangle\langle\sigma|+\varepsilon_+|\sigma^*\rangle\langle\sigma^*|\) is \(\varepsilon_-ab-\varepsilon_+ab\), so \(\beta=-ab\,\Delta E\) and
\[
a^2b^2=\beta^2/\Delta E^2 .
\]

### Which excited states are reached

The ground state is \(|0\rangle=\sigma(1)\sigma(2)\,\Theta_S\), with the singlet \(\Theta_S=(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2\). Split the electronic operator identically:
\[
\delta_N(1)\mathbf s_1+\delta_N(2)\mathbf s_2=\tfrac12[\delta_N(1)+\delta_N(2)](\mathbf s_1+\mathbf s_2)+\tfrac12[\delta_N(1)-\delta_N(2)](\mathbf s_1-\mathbf s_2).
\]
The first part gives zero on the singlet, since \((\mathbf s_1+\mathbf s_2)\Theta_S=0\). For the second part define \(\Theta_k=(s_{1k}-s_{2k})\Theta_S\), \(k=x,y,z\). For \(k=z\) this is \((\uparrow\downarrow+\downarrow\uparrow)/\sqrt2\), a triplet, and the singlet is isotropic, so the same holds along \(x\) and \(y\). On the singlet \(\mathbf s_2\) acts as \(-\mathbf s_1\), so \(\Theta_k=2s_{1k}\Theta_S\). With \(s_ks_l=\tfrac14\delta_{kl}+\tfrac i2\epsilon_{klm}s_m\) and \(\langle\Theta_S|s_{1m}|\Theta_S\rangle=0\),
\[
\langle\Theta_k|\Theta_l\rangle=4\langle\Theta_S|s_{1k}s_{1l}|\Theta_S\rangle=\delta_{kl}.
\]
The three \(\Theta_k\) are therefore an orthonormal basis of the triplet. Being orthogonal to \(\Theta_S\), they make the first-order energy vanish, and no excited singlet is reached.

A triplet needs an antisymmetric spatial function, and two orbitals allow only one, \(\Phi_A=[\sigma^*(1)\sigma(2)-\sigma(1)\sigma^*(2)]/\sqrt2\), at energy \(\Delta E\) above the ground state. Let \(D_N=\langle\sigma^*|\delta_N|\sigma\rangle\), a real number. Because \(\langle\sigma^*|\sigma\rangle=0\), the function \(\sigma^*(1)\sigma(2)\) is reached only by \(\delta_N(1)\) and \(\sigma(1)\sigma^*(2)\) only by \(\delta_N(2)\), each with amplitude \(D_N\):
\[
\langle\Phi_A|\tfrac12[\delta_N(1)-\delta_N(2)]|\sigma\sigma\rangle=\frac1{\sqrt2}\cdot\frac12\,[D_N-(-D_N)]=\frac{D_N}{\sqrt2}.
\]
With \(|T_k\rangle=\Phi_A\Theta_k\), the electronic matrix element is an operator on the nuclear spins:
\[
\langle T_k|V|0\rangle=W_k,\qquad\mathbf W=\frac1{\sqrt2}\left(a_CD_C\mathbf I_C+a_HD_H\mathbf I_H\right).
\]

### Second order

The four nuclear spin states are degenerate at zeroth order, so second order gives an effective Hamiltonian among them, \(H_{\rm eff}=-\sum_kW_kW_k/\Delta E\). The two spins commute and \(\mathbf I_N\cdot\mathbf I_N=\tfrac34\), so
\[
H_{\rm eff}=-\frac{1}{2\Delta E}\left[\tfrac34a_C^2D_C^2+\tfrac34a_H^2D_H^2+2a_Ca_HD_CD_H\,\mathbf I_C\cdot\mathbf I_H\right].
\]
The first two terms shift all four states equally and split nothing. The first of them is the \(\rho^2\) term of the tempting solution. The third gives
\[
hJ=-\frac{a_Ca_HD_CD_H}{\Delta E}.
\]

In the one-centre approximation only \(\phi\) counts at carbon, where \(\phi(\mathbf R_C)^2=\rho S_C\), and only \(u\) at hydrogen. The coefficients of \(\phi\) in \(\sigma^*\) and \(\sigma\) are \(b\) and \(a\), and those of \(u\) are \(-a\) and \(b\):
\[
D_C=+ab\,\rho S_C,\qquad D_H=-ab\,S_H .
\]
The signs are opposite because \(\sigma^*\) has a node between the nuclei. The answer to (a) is
\[
J=J_0\,\rho,\qquad J_0=\frac{a_Ca_HS_CS_H}{h}\,\frac{a^2b^2}{\Delta E}>0 .
\]

The positive sign has a direct reading. With \(a_H>0\) the energy is lower when the electron spin at the proton is opposite to \(\mathbf I_H\). Mixing in the triplet moves electron spin parallel to \(\mathbf I_H\) away from hydrogen and towards carbon, where, with \(a_C>0\), it favours a carbon spin opposite to itself. Antiparallel nuclear spins are thus lower, which is \(J>0\). Of the spin that arrives in \(\phi\), the fraction \(\rho\) is in the 2s orbital and is seen by the nucleus.

For a non-polar bond, \(d=0\), one has \(a^2b^2=\tfrac14\), \(\Delta E=2|\beta|\) and \(J_0=a_Ca_HS_CS_H/(4h\Delta E)\). In general \(a^2b^2/\Delta E=\beta^2/(d^2+4\beta^2)^{3/2}\), which is largest at \(d=0\) for fixed \(\beta\) and falls to zero as \(\beta^2/|d|^3\) in the ionic limit, where both electrons sit on one atom.

### The scale from atomic quantities

With \(g(^1\mathrm H)=5.585695\) and the tabulated \(g(^{13}\mathrm C)=1.404824\), the constants are \(a_H/h=4469.9\) MHz \(a_0^3\) and \(a_C/h=1124.2\) MHz \(a_0^3\), where \(a_0\) is the Bohr radius. The free hydrogen atom has \(S_H=1/\pi=0.3183\,a_0^{-3}\). A restricted open-shell Hartree–Fock calculation on the triplet carbon atom, in an even-tempered basis of 23 s and 10 p Gaussians, gives \(S_C=2.766\,a_0^{-3}\); the same s set reproduces 0.3183 for hydrogen. A denser basis gives 2.765. The value also depends on which Fock operator separates 1s from 2s in the open-shell atom: the spin-averaged one is used here, and the α and β operators give 2.83 and 2.71, about 2 % either way. Then
\[
\frac{a_HS_H}{h}=4469.9\times0.3183=1422.8\ \text{MHz},\qquad\frac{a_CS_C}{h}=1124.2\times2.766\approx3109\ \text{MHz}.
\]
For \(\beta=-5\) eV and \(d=0\), \(\Delta E=10\) eV and \(\Delta E/h=2.4180\times10^{15}\) Hz, so the answer to (b) is
\[
J_0=\frac{(1422.8\times10^6)(3109.1\times10^6)}{4\times2.4180\times10^{15}}\ \text{Hz}=457\ \text{Hz}.
\]
Since \(\Delta E\) is a round parameter and \(S_C,S_H\) are free-atom values, this fixes the size of the slope, a few hundred Hz, and no more. Corrections beyond second order are smaller by a factor of order \(a_CS_C/\Delta E\), the ratio of 3109 MHz to \(2.4\times10^{15}\) Hz, about \(10^{-6}\).

The power of \(\rho\) can be settled without perturbation theory. Since \(\mathbf I_C\cdot\mathbf I_H\) is \(+\tfrac14\) in the nuclear triplet and \(-\tfrac34\) in the nuclear singlet, \(hJ\) is the triplet level minus the singlet level among the lowest four states of two electrons and two nuclear spins. Diagonalising that Hamiltonian in 40-digit arithmetic gives 114.344, 152.458 and 228.687 Hz for \(\rho=\tfrac14,\tfrac13,\tfrac12\). These are positive, stand as \(1:\tfrac43:2\), and are tested against the formula to \(10^{-5}\) relative to the formula. The polar case \(d=4\) eV, \(\rho=\tfrac14\) has \(\Delta E=\sqrt{16+100}=10.770\) eV and \(a^2b^2=25/116=0.2155\), and formula and diagonalisation both give 91.522 Hz. These digits compare two calculations of one model and carry no physical precision.

For independent electrons in one isolated bond, the coupling is positive and proportional to the s fraction, \(J=J_0\rho\), with a slope of a few hundred Hz. It remains to see whether this linearity survives electron repulsion, to predict the ethylene and acetylene couplings from methane, and to say which assumptions the comparison probes.
